# The Jellium Madelung Energy as a Continued Epstein Zeta Function: verification in Python

```python
"""Jellium Madelung energy and the Epstein zeta function.

Result under test: unit point charges on a lattice of cell volume 1 in a
uniform neutralizing background have energy Z(1)/2 per cell, where Z(s) is
the analytic continuation of sum over R != 0 of |R|**(-s).
Also tested: lattice sum minus background integral gives Z(1) with a smooth
cutoff, but Z(1) + (2 pi/3)<r^2> at a site of a cube of sharp neutral cells.
Symbols: R lattice vector, k reciprocal vector with k.R integer, split = the
point dividing the Gaussian integral, <...> = average over one cell.
Lengths are in units of (cell volume)**(1/3), energies in the matching
Gaussian unit charge**2/length, unless bohr, hartree or eV is stated.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad, dblquad
from scipy.constants import physical_constants

mp.mp.dps = 25


def unit_volume(rows):
    cell = np.array(rows, dtype=float)
    return cell / abs(np.linalg.det(cell)) ** (1 / 3)


LATTICES = {
    "simple cubic": unit_volume(np.eye(3)),
    "fcc": unit_volume([[0, 1, 1], [1, 0, 1], [1, 1, 0]]),
    "bcc": unit_volume([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]),
    "triclinic": unit_volume([[1, 0, 0], [0.3, 1.1, 0], [0.2, -0.4, 1.3]]),
}


def squared_lengths(cell, radius):
    """Squared lengths of all nonzero lattice vectors within radius."""
    inverse = np.linalg.inv(cell)
    bounds = np.ceil(radius * np.linalg.norm(inverse, axis=0)).astype(int)
    axes = [np.arange(-b, b + 1) for b in bounds]
    i, j, k = np.meshgrid(*axes, indexing="ij")
    d2 = sum((i * cell[0, c] + j * cell[1, c] + k * cell[2, c]) ** 2
             for c in range(3)).ravel()
    return d2[(d2 > 1e-9) & (d2 <= radius ** 2)]


def shells(cell, radius):
    d2 = np.round(squared_lengths(cell, radius), 10)
    values, counts = np.unique(d2, return_counts=True)
    return [(mp.mpf(float(v)), int(c)) for v, c in zip(values, counts)]


def epstein_split(cell, s, split=1.0):
    """Continued Z(s) from the split Gaussian integral, cell volume 1."""
    s, split = mp.mpf(s), mp.mpf(split)
    total = -2 * split ** (s / 2) / s + 2 * split ** ((s - 3) / 2) / (s - 3)
    for d2, count in shells(cell, 4.5):
        x = mp.pi * d2
        total += count * x ** (-s / 2) * mp.gammainc(s / 2, x * split)
    a = (3 - s) / 2
    for k2, count in shells(np.linalg.inv(cell).T, 4.5):
        x = mp.pi * k2
        total += count * x ** (-a) * mp.gammainc(a, x / split)
    return float(total * mp.pi ** (s / 2) / mp.gamma(s / 2))


def cubic_by_lines(s):
    """Independent continuation for the simple cubic lattice: Poisson
    summation along one axis, then Riemann zeta and Dirichlet beta."""
    s = mp.mpf(s)
    w = (s - 1) / 2
    beta = mp.mpf(4) ** (-w) * (mp.zeta(w, mp.mpf(1) / 4)
                                - mp.zeta(w, mp.mpf(3) / 4))
    total = 2 * mp.zeta(s)
    total += (mp.sqrt(mp.pi) * mp.gamma(w) / mp.gamma(s / 2)
              * 4 * mp.zeta(w) * beta)
    planar = {}
    for a in range(-6, 7):
        for b in range(-6, 7):
            n = a * a + b * b
            if 0 < n <= 36:
                planar[n] = planar.get(n, 0) + 1
    bessel = mp.mpf(0)
    for n, count in planar.items():
        rho = mp.sqrt(n)
        m = 1
        while m * rho <= 6.001:
            bessel += (count * (m / rho) ** w
                       * mp.besselk(w, 2 * mp.pi * m * rho))
            m += 1
    return float(total + 4 * mp.pi ** (s / 2) / mp.gamma(s / 2) * bessel)


def cubic_subtracted_integral(s):
    """Strip formula 0 < s < 3: theta sum minus 1 minus background."""
    n = np.arange(-25, 26)
    low, high = 0.05, 13.0

    def integrand(t):
        theta = np.sum(np.exp(-np.pi * n * n * t)) ** 3
        return t ** (s / 2 - 1) * (theta - 1 - t ** -1.5)

    middle = sum(quad(integrand, a, b, epsabs=1e-12, epsrel=1e-12)[0]
                 for a, b in [(low, 0.3), (0.3, 1), (1, 3), (3, high)])
    # Outside [low, high] all other parts of the integrand are below 1e-15.
    tails = -2 * low ** (s / 2) / s - 2 * high ** ((s - 3) / 2) / (3 - s)
    return float((middle + tails) * mp.pi ** (s / 2) / mp.gamma(s / 2))


# Continuation: convergent region, split independence, second continuation.
RADIUS = 46.0
distances2 = {name: squared_lengths(c, RADIUS) for name, c in LATTICES.items()}
z1, z8, direct8 = {}, {}, {}
for name, cell in LATTICES.items():
    direct8[name] = np.sum(distances2[name] ** -4.0)
    z8[name] = epstein_split(cell, 8)
    # The omitted tail of the direct sum is about 4 pi/(5 RADIUS**5) = 1.2e-8.
    assert abs(direct8[name] - z8[name]) < 5e-8
    z1[name] = epstein_split(cell, 1)
    assert abs(z1[name] - epstein_split(cell, 1, 1.4)) < 1e-8

cubic = "simple cubic"
step = 1e-6  # two poles cancel at s = 1, so average symmetrically about it
lines1 = 0.5 * (cubic_by_lines(1 + step) + cubic_by_lines(1 - step))
lines2 = cubic_by_lines(2)
assert abs(cubic_by_lines(8) - direct8[cubic]) < 5e-8
assert abs(lines1 - z1[cubic]) < 1e-8
assert abs(lines2 - epstein_split(LATTICES[cubic], 2)) < 1e-8
strip1, strip2 = cubic_subtracted_integral(1), cubic_subtracted_integral(2)
assert abs(strip1 - lines1) < 1e-8
assert abs(strip2 - lines2) < 1e-8


# Smooth cutoffs: explicit lattice sum minus explicit background integral.
def cutoff_parts(d2, strength, power):
    lattice_sum = np.sum(np.exp(-(strength * d2) ** power) / np.sqrt(d2))
    background = quad(
        lambda r: 4 * np.pi * r * np.exp(-(strength * r * r) ** power),
        0, RADIUS, epsabs=1e-10, epsrel=1e-12, limit=200)[0]
    return lattice_sum, background


def cutoff_limit(d2, strengths, power):
    differences = [np.subtract(*cutoff_parts(d2, e, power)) for e in strengths]
    return np.polyfit(np.array(strengths) ** power, differences, 2)[-1]


gaussian, quartic = {}, {}
for name, d2 in distances2.items():
    gaussian[name] = cutoff_limit(d2, [0.015, 0.03, 0.06], 1)
    quartic[name] = cutoff_limit(d2, [0.01, 0.02, 0.03], 2)
    assert abs(gaussian[name] - z1[name]) < 2e-6
    assert abs(quartic[name] - z1[name]) < 2e-6


# Finite cubes of neutral cubic cells, from Coulomb's law alone.
def cube_potential(point, edge):
    """Potential at an interior point of a cube of unit charge density."""
    total = 0.0
    for sx in (-1, 1):
        for sy in (-1, 1):
            for sz in (-1, 1):
                x, y, z = np.array([sx, sy, sz]) * edge / 2 - point
                r = np.sqrt(x * x + y * y + z * z)
                total += sx * sy * sz * (
                    y * z * np.log(x + r) + x * z * np.log(y + r)
                    + x * y * np.log(z + r)
                    - 0.5 * x * x * np.arctan(y * z / (x * r))
                    - 0.5 * y * y * np.arctan(x * z / (y * r))
                    - 0.5 * z * z * np.arctan(x * y / (z * r)))
    return total


centre = np.zeros(3)
mean_inverse_r = cube_potential(centre, 1)
pyramids = 0.75 * dblquad(lambda u, v: 1 / np.sqrt(1 + u * u + v * v),
                          -1, 1, -1, 1)[0]
assert abs(mean_inverse_r - pyramids) < 1e-8

nodes, weights = np.polynomial.legendre.leggauss(8)
nodes, weights = (nodes + 1) / 4, weights / 2  # one octant of the cell
octant = [(np.array([nodes[i], nodes[j], nodes[k]]),
           weights[i] * weights[j] * weights[k])
          for i in range(8) for j in range(8) for k in range(8)]
mean_r2 = sum(w * (p @ p) for p, w in octant)
predicted_shift = 2 * np.pi / 3 * mean_r2


def finite_cube(edge):
    """Site potential without its own 1/r, and mean potential, central cell."""
    n = np.arange(edge) - edge // 2
    sites = np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1)
    sites = sites[:, np.any(sites != 0, axis=0)].astype(float)

    def others(p):
        d2 = ((sites[0] - p[0]) ** 2 + (sites[1] - p[1]) ** 2
              + (sites[2] - p[2]) ** 2)
        return np.sum(1 / np.sqrt(d2)) - cube_potential(p, edge)

    mean = mean_inverse_r + sum(w * others(p) for p, w in octant)
    return others(centre), mean


edges = [3, 7, 15, 31]
cubes = {edge: finite_cube(edge) for edge in edges}


def large_cube_limit(index):
    """Remove the leading 1/edge**2 error with the two largest cubes."""
    a, b = edges[-2:]
    return ((b * b * cubes[b][index] - a * a * cubes[a][index])
            / (b * b - a * a))


site_limit, mean_limit = large_cube_limit(0), large_cube_limit(1)
cube_energy = 0.5 * (cubes[31][0] - cubes[31][1])
assert abs(cube_energy - 0.5 * z1[cubic]) < 1e-6
assert abs(site_limit - (z1[cubic] + predicted_shift)) < 1e-5
assert abs(mean_limit - predicted_shift) < 1e-5
assert abs(site_limit - z1[cubic]) > 0.1

# Numbers for the text.
print("Unit: length = (cell volume)^(1/3), charge = 1")
for name in LATTICES:
    print(f"{name}: Z(8) direct {direct8[name]:.7f}, split {z8[name]:.7f}")
for name in LATTICES:
    print(f"{name}: Z(1) = {z1[name]:.8f}, energy Z(1)/2 = {z1[name]/2:.8f}")
print(f"simple cubic Z(1), zeta-beta-Bessel road: {lines1:.8f}")
print(f"simple cubic Z(1), subtracted integral: {strip1:.8f}")
print(f"simple cubic Z(2), zeta-beta-Bessel road: {lines2:.8f}")
print(f"simple cubic Z(2), subtracted integral: {strip2:.8f}")
for e in (0.06, 0.03, 0.015):
    total, background = cutoff_parts(distances2[cubic], e, 1)
    print(f"simple cubic, cutoff exp(-{e} R^2): sum {total:.6f}, "
          f"background {background:.6f}, difference {total-background:.6f}")
for name in LATTICES:
    print(f"{name}: cutoff limits, Gaussian {gaussian[name]:.6f}, "
          f"quartic {quartic[name]:.6f}")
print(f"unit cube: <1/r> = {mean_inverse_r:.8f}, <r^2> = {mean_r2:.6f}")
print(f"predicted mean potential (2 pi/3)<r^2> = {predicted_shift:.8f}")
for edge in edges:
    site, mean = cubes[edge]
    print(f"cube of {edge}^3 cells: site potential {site:.7f}, "
          f"mean {mean:.7f}, energy {(site-mean)/2:.8f}")
print(f"large-cube limits: site {site_limit:.6f}, mean {mean_limit:.6f}")
print(f"half the site limit (not the energy): {site_limit/2:.6f}")

sphere_radius = (3 / (4 * np.pi)) ** (1 / 3)
print(f"r_s for unit cell volume: {sphere_radius:.8f}")
for name in LATTICES:
    print(f"{name}: energy times r_s = "
          f"{0.5*z1[name]*sphere_radius:.8f} hartree bohr")
hartree_ev = physical_constants["Hartree energy in eV"][0]
length = 20.0
print(f"supercell: charge 1 e, volume^(1/3) = {length:.1f} bohr")
for name in LATTICES:
    energy = 0.5 * z1[name] / length
    print(f"{name} supercell: {energy:.8f} hartree = "
          f"{energy*hartree_ev:.6f} eV")
print("no test failed")
```

Printed output:

```
Unit: length = (cell volume)^(1/3), charge = 1
simple cubic: Z(8) direct 6.9458079, split 6.9458079
fcc: Z(8) direct 5.0804521, split 5.0804522
bcc: Z(8) direct 5.1542644, split 5.1542644
triclinic: Z(8) direct 8.7779388, split 8.7779388
simple cubic: Z(1) = -2.83729748, energy Z(1)/2 = -1.41864874
fcc: Z(1) = -2.88828212, energy Z(1)/2 = -1.44414106
bcc: Z(1) = -2.88846150, energy Z(1)/2 = -1.44423075
triclinic: Z(1) = -2.79651651, energy Z(1)/2 = -1.39825825
simple cubic Z(1), zeta-beta-Bessel road: -2.83729748
simple cubic Z(1), subtracted integral: -2.83729748
simple cubic Z(2), zeta-beta-Bessel road: -8.91363292
simple cubic Z(2), subtracted integral: -8.91363292
simple cubic, cutoff exp(-0.06 R^2): sum 101.898528, background 104.719755, difference -2.821227
simple cubic, cutoff exp(-0.03 R^2): sum 206.610229, background 209.439510, difference -2.829281
simple cubic, cutoff exp(-0.015 R^2): sum 416.045727, background 418.879020, difference -2.833294
simple cubic: cutoff limits, Gaussian -2.837297, quartic -2.837297
fcc: cutoff limits, Gaussian -2.888282, quartic -2.888282
bcc: cutoff limits, Gaussian -2.888461, quartic -2.888462
triclinic: cutoff limits, Gaussian -2.796516, quartic -2.796517
unit cube: <1/r> = 2.38007736, <r^2> = 0.250000
predicted mean potential (2 pi/3)<r^2> = 0.52359878
cube of 3^3 cells: site potential -2.3166127, mean 0.5207550, energy -1.41868387
cube of 7^3 cells: site potential -2.3142220, mean 0.5230754, energy -1.41864869
cube of 15^3 cells: site potential -2.3138127, mean 0.5234847, energy -1.41864874
cube of 31^3 cells: site potential -2.3137254, mean 0.5235721, energy -1.41864874
large-cube limits: site -2.313699, mean 0.523599
half the site limit (not the energy): -1.156849
r_s for unit cell volume: 0.62035049
simple cubic: energy times r_s = -0.88005944 hartree bohr
fcc: energy times r_s = -0.89587362 hartree bohr
bcc: energy times r_s = -0.89592926 hartree bohr
triclinic: energy times r_s = -0.86741019 hartree bohr
supercell: charge 1 e, volume^(1/3) = 20.0 bohr
simple cubic supercell: -0.07093244 hartree = -1.930170 eV
fcc supercell: -0.07220705 hartree = -1.964854 eV
bcc supercell: -0.07221154 hartree = -1.964976 eV
triclinic supercell: -0.06991291 hartree = -1.902427 eV
no test failed
```
